**Charged-supercell stress and the average-potential convention**

The program tests how the volume inferred from the stress of a charged cell changes with the average-potential convention: the shift is −(qe/K) dφ̄/d ln Ω, where q is the defect charge in units of e, K the bulk modulus, φ̄ the average potential and Ω the cell volume. It places a Gaussian ion in a frozen silicon lattice built from computed free-atom densities. It asserts that a Fourier sum with zero average potential and a real-space sum over neutral atoms differ by the potential predicted from the atomic second moment. It also asserts the resulting volume shift, its persistence when large supercells are relaxed directly, and its cancellation for pairs of opposite charges. Separate assertions cover the volume derivative of the periodic-image energy and the average non-Coulomb term of a soft ion. The output gives a convention shift of 0.0220 nm³ for q = +1, about 1.10 atomic volumes, while the screened image contribution in a 64-atom cell is about −0.00009 nm³. The site volumes illustrate the convention error and are not predictions for a particular dopant, because the host neither polarises nor relaxes locally.

## Program and output

```python
"""
Result under test: changing the average potential of a charged cell from zero
to phi_bar(Omega) changes the volume inferred from its stress by
    -(q/K) d(phi_bar)/d(ln Omega), equal to q*phi_bar/K if phi_bar ~ 1/Omega.
The change survives in large cells and cancels in a charge-balanced set.

q: defect charge in units of e; K: bulk modulus; Omega: cell volume.
Convention A: zero average potential (the G=0 Fourier term is dropped).
Convention B: superposed neutral atoms, each with zero potential far away.
The host is frozen: its free-atom densities move rigidly with the lattice.
Internal calculations use Hartree atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc
from pyscf import gto, scf, dft

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
HARTREE_J = const.physical_constants["Hartree energy"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
PRESSURE_GPA = HARTREE_J / BOHR_M**3 / 1e9
VOLUME_NM3 = BOHR_NM**3

# Rough typical silicon values and chosen model parameters.
lattice_nm = 0.543
bulk_modulus_gpa = 98.0
permittivity = 11.7
ion_width_nm = 0.053
soft_radius_nm = 0.050
soft_valence = 4
nuclear_charge = 14

a0 = lattice_nm / BOHR_NM
K = bulk_modulus_gpa / PRESSURE_GPA
width = ion_width_nm / BOHR_NM
atomic_volume = a0**3 / 8


def silicon_atom(basis, functional=None):
    """Return molecule, total density matrix and summed electron <r^2>."""
    mol = gto.M(atom="Si 0 0 0", basis=basis, spin=2, verbose=0)
    mf = scf.UHF(mol) if functional is None else dft.UKS(mol)
    if functional is not None:
        mf.xc = functional
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    mf.kernel()
    if not mf.converged:
        mf = mf.newton()
        mf.kernel()
    assert mf.converged
    spin_density = mf.make_rdm1()
    density = spin_density[0] + spin_density[1]
    r2 = np.einsum("ij,ji", mol.intor("int1e_r2"), density)
    return mol, density, float(r2)


mol, density_matrix, r2_atom = silicon_atom("cc-pvtz")
r2_augmented = silicon_atom("aug-cc-pvtz")[2]
r2_pbe = silicon_atom("cc-pvtz", "pbe")[2]

# Spherical average of the atomic density by product quadrature.
nodes, weights = np.polynomial.legendre.leggauss(400)
t = (nodes + 1) / 2
r_max = 16.0
r = r_max * t**3
dr = weights / 2 * 3 * r_max * t**2
cos_theta, weight_theta = np.polynomial.legendre.leggauss(8)
angles = 2 * np.pi * np.arange(16) / 16
sin_theta = np.sqrt(1 - cos_theta**2)
directions = np.array([[s * np.cos(p), s * np.sin(p), c]
                       for c, s in zip(cos_theta, sin_theta) for p in angles])
direction_weights = np.repeat(weight_theta / 2 / 16, 16)
points = (r[:, None, None] * directions[None, :, :]).reshape(-1, 3)
orbitals = mol.eval_gto("GTOval_sph", points)
rho = np.sum((orbitals @ density_matrix) * orbitals, axis=1)
rho = rho.reshape(len(r), len(directions)) @ direction_weights
shell_electrons = 4 * np.pi * r**2 * rho * dr
electron_count = shell_electrons.sum()
r2_quadrature = np.sum(shell_electrons * r**2)
assert abs(electron_count - nuclear_charge) < 1e-6
assert abs(r2_quadrature - r2_atom) < 1e-5

# Diamond lattice in fractional coordinates of its cubic cell.
h_range = np.arange(-18, 19)
hkl = np.array(np.meshgrid(h_range, h_range, h_range, indexing="ij"))
hkl = hkl.reshape(3, -1).T
norm2 = np.sum(hkl**2, axis=1)
same_parity = np.all(hkl % 2 == hkl[:, :1] % 2, axis=1)
keep = same_parity & (norm2 > 0) & (norm2 <= 18**2)
hkl, norm2 = hkl[keep], norm2[keep]
unique_norm2, norm_index = np.unique(norm2, return_inverse=True)
norm_index = norm_index.ravel()
two_atoms = np.array([[0., 0., 0.], [.25, .25, .25]])
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
eight_atoms = np.concatenate([fcc, fcc + .25])
cells = np.array(np.meshgrid(*([np.arange(-3, 4)] * 3), indexing="ij"))
cells = cells.reshape(3, -1).T
all_atoms = (cells[:, None, :] + eight_atoms[None, :, :]).reshape(-1, 3)
sites = {"tetrahedral": np.array([.5, .5, .5]),
         "hexagonal": np.array([.625, .625, .625]),
         "bond centre": np.array([.125, .125, .125])}


def potential_zero_average(a, site):
    """Host potential averaged over the Gaussian ion, by Fourier sum."""
    g = 2 * np.pi / a * np.sqrt(unique_norm2)
    form = np.sinc(np.outer(g, r) / np.pi) @ shell_electrons
    coefficient = (4 * np.pi / (a**3 / 4) * (nuclear_charge - form) / g**2
                   * np.exp(-(g * width)**2 / 4))
    phase = sum(np.cos(2 * np.pi * hkl @ (site - atom)) for atom in two_atoms)
    return np.sum(coefficient[norm_index] * phase)


def smeared_integral(x):
    return (x * erf(x / width)
            + width * np.exp(-(x / width)**2) / np.sqrt(np.pi))


def potential_neutral_atoms(a, site):
    """The same interaction from a real-space sum over neutral atoms."""
    distance = a * np.linalg.norm(all_atoms - site, axis=1)
    distance = distance[distance < 19.0][:, None]
    electron_part = (smeared_integral(distance + r)
                     - smeared_integral(np.abs(distance - r)))
    electron_part = (electron_part / (2 * distance * r)) @ shell_electrons
    nuclear_part = nuclear_charge * erf(distance[:, 0] / width) / distance[:, 0]
    return np.sum(nuclear_part - electron_part)


# Difference of two independently calculated energies against second moment.
phi_bar = 2 * np.pi * r2_atom / (3 * atomic_volume)
potential = {}
for name, site in sites.items():
    potential[name] = (potential_zero_average(a0, site),
                       potential_neutral_atoms(a0, site))
    assert abs(potential[name][1] - potential[name][0] - phi_bar) < 2e-6

# Energies over a range of volume give stresses and permit direct relaxation.
log_limit = 0.08
log_volumes = log_limit * np.polynomial.chebyshev.chebpts1(11)
energy_curves = {}
raw_volume = {}
for name, site in sites.items():
    for label, function in (("A", potential_zero_average),
                            ("B", potential_neutral_atoms)):
        values = [function(a0 * np.exp(x / 3), site) for x in log_volumes]
        curve = np.polynomial.Chebyshev.fit(
            log_volumes, values, 9, domain=[-log_limit, log_limit])
        energy_curves[name, label] = curve
        raw_volume[name, label] = -curve.deriv()(0.0) / K
    shift = raw_volume[name, "B"] - raw_volume[name, "A"]
    assert abs(shift / (phi_bar / K) - 1) < 1e-4
volume_shift = phi_bar / K


def relaxed_volume(n, label):
    """Minimise elastic plus defect energy for an n*n*n cubic supercell."""
    volume0 = (n * a0)**3
    slope = energy_curves["tetrahedral", label].deriv()
    x = brentq(lambda y: K * volume0 * np.expm1(y) * np.exp(y) + slope(y),
               -log_limit, log_limit, xtol=1e-14)
    return volume0 * np.expm1(x)


direct = {n: (relaxed_volume(n, "A"), relaxed_volume(n, "B"))
          for n in (2, 4, 8)}
assert abs((direct[4][1] - direct[4][0]) / volume_shift - 1) < 0.03
assert abs((direct[8][1] - direct[8][0]) / volume_shift - 1) < 0.005
for index, label in enumerate(("A", "B")):
    assert abs(direct[8][index] - raw_volume["tetrahedral", label]) \
        < 0.005 * volume_shift

# A +1 ion at the tetrahedral site is balanced by -1 at another site.
balanced = {}
for partner in ("hexagonal", "bond centre"):
    pair = [raw_volume["tetrahedral", c] - raw_volume[partner, c]
            for c in ("A", "B")]
    assert abs(pair[0] - pair[1]) < 1e-4 * volume_shift
    balanced[partner] = pair


def image_energy(length, eta):
    """Ewald energy of a point charge in a cubic cell with background."""
    grid = np.array(np.meshgrid(*([np.arange(-7, 8)] * 3), indexing="ij"))
    grid = grid.reshape(3, -1).T
    norm = np.linalg.norm(grid, axis=1)
    norm = norm[norm > 0]
    distance, g = length * norm, 2 * np.pi * norm / length
    real = np.sum(erfc(eta * distance) / distance)
    reciprocal = np.sum(4 * np.pi / length**3 / g**2
                        * np.exp(-g**2 / (4 * eta**2)))
    return 0.5 * (real + reciprocal - 2 * eta / np.sqrt(np.pi)
                  - np.pi / (length**3 * eta**2))


image = {}
for n in (2, 4, 8):
    length = n * a0
    eta = 2.5 / length
    energy = image_energy(length, eta)
    assert abs(energy / image_energy(length, 2 / length) - 1) < 1e-10
    step = 1e-3
    derivative = (image_energy(length * np.exp(step / 3), eta)
                  - image_energy(length * np.exp(-step / 3), eta)) / (2 * step)
    volume = -derivative / permittivity / K
    assert abs(volume / (energy / permittivity / (3 * K)) - 1) < 1e-5
    image[n] = (energy / permittivity, volume)
madelung = -2 * 2 * a0 * image[2][0] * permittivity

# Average non-Coulomb part of a soft ion, by quadrature and by second moment.
soft_radius = soft_radius_nm / BOHR_NM
alpha_quad = quad(lambda x: 4 * np.pi * x * soft_valence
                  * erfc(x / soft_radius), 0, 12 * soft_radius)[0]
alpha_formula = np.pi * soft_valence * soft_radius**2
assert abs(alpha_quad / alpha_formula - 1) < 1e-8
soft_level = alpha_quad / atomic_volume
soft_volume_shift = -soft_level / K

# Rough sizes of effects left out of the frozen host.
neighbour = np.sqrt(3) / 4 * a0
polarisation_energy = -(1 - 1 / permittivity) / (2 * neighbour)
polarisation_volume = polarisation_energy / (3 * K)
permittivity_volume = image[2][0] / K
one_ev_volume = 1 / HARTREE_EV / K

print(f"Lattice constant, rough Si value: {lattice_nm:.3f} nm")
print(f"Bulk modulus, rough Si value: {bulk_modulus_gpa:.1f} GPa")
print(f"Bulk modulus in energy units: {K*HARTREE_EV/VOLUME_NM3:.1f} eV/nm3")
print(f"Relative permittivity, rough Si value: {permittivity:.1f}")
print(f"Gaussian ion width s in exp(-r2/s2): {ion_width_nm:.3f} nm")
print(f"Volume per Si atom: {atomic_volume*VOLUME_NM3:.5f} nm3")
print(f"Electrons from atomic quadrature: {electron_count:.7f}")
print(f"Summed <r2>, UHF/cc-pVTZ: {r2_atom*BOHR_NM**2:.5f} nm2")
print(f"Average potential in B: {phi_bar*HARTREE_EV:.3f} V")
for name in sites:
    pa, pb = potential[name]
    print(f"Potential at {name}, A / B: "
          f"{pa*HARTREE_EV:.3f} / {pb*HARTREE_EV:.3f} V")
for name in sites:
    va, vb = (raw_volume[name, c] * VOLUME_NM3 for c in ("A", "B"))
    print(f"Raw volume for +1 at {name}, A / B: {va:.5f} / {vb:.5f} nm3")
print(f"Convention shift for q=+1: {volume_shift*VOLUME_NM3:.5f} nm3")
print(f"Same shift: {volume_shift*VOLUME_NM3*1000:.2f} angstrom3")
print(f"Shift / atomic volume: {volume_shift/atomic_volume:.3f}")
for n in (2, 4, 8):
    pa, pb = (raw_volume["tetrahedral", c] * K / (n*a0)**3 * PRESSURE_GPA
              for c in ("A", "B"))
    va, vb = (v * VOLUME_NM3 for v in direct[n])
    print(f"{8*n**3} atoms, raw pressure A / B: {pa:.5f} / {pb:.5f} GPa")
    print(f"{8*n**3} atoms, minimised volume A / B: {va:.5f} / {vb:.5f} nm3")
    print(f"{8*n**3} atoms, minimised B-A: {vb-va:.5f} nm3")
for partner, (va, vb) in balanced.items():
    print(f"Balanced volume, -1 at {partner}, A / B: "
          f"{va*VOLUME_NM3:.5f} / {vb*VOLUME_NM3:.5f} nm3")
print(f"Cubic Madelung constant: {madelung:.6f}")
for n in (2, 4, 8):
    print(f"{8*n**3} atoms, screened image energy: "
          f"{image[n][0]*HARTREE_EV:.4f} eV")
    print(f"{8*n**3} atoms, image volume: {image[n][1]*VOLUME_NM3:.6f} nm3")
print(f"Soft ion valence: {soft_valence}; radius: {soft_radius_nm:.3f} nm")
print(f"Soft-ion average energy: {soft_level*HARTREE_EV:.3f} eV")
print(f"Soft-ion convention volume, q=+1: "
      f"{soft_volume_shift*VOLUME_NM3:.5f} nm3")
print(f"<r2> change with aug-cc-pVTZ: {100*(r2_augmented/r2_atom-1):.2f} %")
print(f"<r2> change with PBE/cc-pVTZ: {100*(r2_pbe/r2_atom-1):.2f} %")
print(f"Neglected host polarisation, rough energy: "
      f"{polarisation_energy*HARTREE_EV:.3f} eV")
print(f"Neglected host polarisation, rough volume: "
      f"{polarisation_volume*VOLUME_NM3:.5f} nm3")
print(f"64 atoms, image volume per unit dln(eps)/dln(Omega): "
      f"{permittivity_volume*VOLUME_NM3:.6f} nm3")
print(f"Volume for 1 eV deformation potential: "
      f"{one_ev_volume*VOLUME_NM3:.6f} nm3")
print("all tests passed")
```

It prints:

```
Lattice constant, rough Si value: 0.543 nm
Bulk modulus, rough Si value: 98.0 GPa
Bulk modulus in energy units: 611.7 eV/nm3
Relative permittivity, rough Si value: 11.7
Gaussian ion width s in exp(-r2/s2): 0.053 nm
Volume per Si atom: 0.02001 nm3
Electrons from atomic quadrature: 14.0000000
Summed <r2>, UHF/cc-pVTZ: 0.08941 nm2
Average potential in B: 13.474 V
Potential at tetrahedral, A / B: -11.802 / 1.672 V
Potential at hexagonal, A / B: -11.144 / 2.329 V
Potential at bond centre, A / B: 5.619 / 19.093 V
Raw volume for +1 at tetrahedral, A / B: -0.01509 / 0.00694 nm3
Raw volume for +1 at hexagonal, A / B: -0.01322 / 0.00881 nm3
Raw volume for +1 at bond centre, A / B: 0.01507 / 0.03710 nm3
Convention shift for q=+1: 0.02203 nm3
Same shift: 22.03 angstrom3
Shift / atomic volume: 1.101
64 atoms, raw pressure A / B: -1.15420 / 0.53122 GPa
64 atoms, minimised volume A / B: -0.01535 / 0.00683 nm3
64 atoms, minimised B-A: 0.02218 nm3
512 atoms, raw pressure A / B: -0.14428 / 0.06640 GPa
512 atoms, minimised volume A / B: -0.01512 / 0.00693 nm3
512 atoms, minimised B-A: 0.02205 nm3
4096 atoms, raw pressure A / B: -0.01803 / 0.00830 GPa
4096 atoms, minimised volume A / B: -0.01509 / 0.00694 nm3
4096 atoms, minimised B-A: 0.02203 nm3
Balanced volume, -1 at hexagonal, A / B: -0.00187 / -0.00187 nm3
Balanced volume, -1 at bond centre, A / B: -0.03015 / -0.03015 nm3
Cubic Madelung constant: 2.837297
64 atoms, screened image energy: -0.1608 eV
64 atoms, image volume: -0.000088 nm3
512 atoms, screened image energy: -0.0804 eV
512 atoms, image volume: -0.000044 nm3
4096 atoms, screened image energy: -0.0402 eV
4096 atoms, image volume: -0.000022 nm3
Soft ion valence: 4; radius: 0.050 nm
Soft-ion average energy: 2.260 eV
Soft-ion convention volume, q=+1: -0.00370 nm3
<r2> change with aug-cc-pVTZ: 1.00 %
<r2> change with PBE/cc-pVTZ: -1.30 %
Neglected host polarisation, rough energy: -2.800 eV
Neglected host polarisation, rough volume: -0.00153 nm3
64 atoms, image volume per unit dln(eps)/dln(Omega): -0.000263 nm3
Volume for 1 eV deformation potential: 0.001635 nm3
all tests passed
```
